\section*{Space-Charge-Limited Current and Leakage in Ferroelectric Films, part 2}

A ferroelectric film of thickness $d$, uniformly poled along $+x$, lies between planar electrodes at $x=0$ and $x=d$. A steady voltage $V=\phi(0)-\phi(d)>0$ drives positive carriers from left to right. We seek the current density $J$ when injected charge controls the field $E(x)$, and ask when the result can describe leakage.

The algebra uses atomic units, $e=\hbar=m_e=1$ and $4\pi\varepsilon_0=1$; the elementary charge $q$ is restored in engineering units. The displacement is $D=P_r+\varepsilon E$, with remanent polarization $P_r$ and differential permittivity $\varepsilon$ at fixed domain state. Free carriers have density $n$ and mobility $\mu$. The thermal voltage is $V_T$, the effective band density $N_b$, and the optical permittivity $\varepsilon_{\rm opt}$.

Without traps, diffusion or background carriers, Gauss's law $n=\varepsilon\,dE/dx$ gives
\begin{equation}
J=\mu nE=\varepsilon\mu E\frac{dE}{dx}
\quad\Longrightarrow\quad
\varepsilon E\frac{dE}{dx}=\frac{J}{\mu}.
\label{eq:field}
\end{equation}
An ohmic contact, with $E(0)=0$, then gives the Mott--Gurney law,
\begin{equation}
J_{\rm MG}=\frac{9\varepsilon\mu V^2}{8d^3}.
\label{eq:mg}
\end{equation}
The exit field is $E_d=3V/(2d)$ and the injected charge per area is $3\varepsilon V/(2d)$.

For field-dependent coefficients, the moments are
\begin{equation}
M_m(E_d)=\int_0^{E_d}\varepsilon(F)\mu(F)F^m\,dF,
\end{equation}
and the current follows from
\begin{equation}
V=\int_0^dE\,dx=\frac{M_2}{J}=d\frac{M_2}{M_1},
\qquad J=\frac{M_1}{d}.
\label{eq:moments}
\end{equation}

Three earlier results are also used. The contact-limited current equals $J_{\rm MG}$ at the contact density $n_c^*=9\varepsilon V/(8d^2)$. The ohmic current of a background density $n_0$ equals $J_{\rm MG}$ at $V_x=8n_0d^2/(9\varepsilon)$. The image force lowers a contact barrier by $\Delta\varphi=[E/(4\pi\varepsilon_{\rm opt})]^{1/2}$.

The example has $d=300$ nm, $V=3$ V, temperature 300 K, relative permittivity 100, $P_r=60\ \mu\mathrm{C/cm^2}$, an assumed $\mu=0.1\ \mathrm{cm^2/Vs}$ and $N_b=2.51\times10^{19}\ \mathrm{cm^{-3}}$. Its mean field is 0.10 MV/cm, and $J_{\rm MG}=332\ \mathrm{A/cm^2}$.

\subsection*{(f) What do traps do to the current?}

\textbf{Question.} Add $N_t$ traps per volume at energy $E_t$ from the transport band. Empty traps contribute no net charge. Find the current at low filling, the voltage scale for complete filling, and the leading correction between them.

\textbf{Solution.} Let $n_t$ be the trapped density. Capture occurs at a rate $Cn(N_t-n_t)$ and emission at a rate $Cn_1n_t$. Detailed balance requires $n_1$ to be the free density at which half the traps are filled. With trap degeneracy taken as one, $n_1=N_b e^{-E_t/k_BT}$. In steady state the two rates are equal, so
\begin{equation}
n_t=\frac{N_tn}{n+n_1}.
\end{equation}

If $n\ll n_1$, then $n_t\simeq nN_t/n_1$. The total injected density becomes $n/\theta$, where
\begin{equation}
\theta=\frac{n_1}{n_1+N_t}.
\end{equation}
Gauss's law gives $n=\theta\varepsilon E'$, and the drift current is $J=\theta\mu\varepsilon EE'$. This is the original equation with $\mu$ replaced by $\theta\mu$:
\begin{equation}
J=\theta J_{\rm MG}.
\end{equation}
The powers of $V$ and $d$ are those of the trap-free law. These powers alone therefore cannot distinguish a trap-free film from one with weakly filled traps.

Near the injecting contact $n$ is large, and traps fill there even at low voltage. To include this region, use $n=J/(\mu E)$ in $\varepsilon E'=n+n_t$:
\begin{equation}
\frac{dx}{dE}=
\frac{\varepsilon\mu E(J+\mu n_1E)}
{J[J+\mu(n_1+N_t)E]}.
\end{equation}
When $n_1\ll N_t$, and $n\ll N_t$ outside a negligible contact layer, this becomes
\begin{equation}
\frac{dx}{dE}\simeq\frac{\varepsilon}{N_t}
+\frac{\varepsilon\mu\theta E}{J}.
\end{equation}
Integrating $dx$ and $E\,dx$ gives
\begin{align}
d&=\frac{\varepsilon E_d}{N_t}+\frac{\varepsilon\mu\theta E_d^2}{2J},\\
V&=\frac{\varepsilon E_d^2}{2N_t}
+\frac{\varepsilon\mu\theta E_d^3}{3J}.
\end{align}
The first terms come from filled traps. If they alone satisfy both equations, then $E_d=N_td/\varepsilon$ and
\begin{equation}
V_{\rm TFL}=\frac{N_td^2}{2\varepsilon}.
\end{equation}
This is the trap-filled-limit voltage. For deep traps, the factor $\theta/J$ must become small as $V$ approaches it from below. The current then rises steeply from the trap-limited branch.

For $V\ll V_{\rm TFL}$, set $\tau=\varepsilon V/(N_td^2)=V/(2V_{\rm TFL})$, $u=E_dd/V$ and $h=\theta\varepsilon\mu V^2/(Jd^3)$. The equations become
\begin{equation}
1=\tau u+\frac{hu^2}{2},\qquad
1=\frac{\tau u^2}{2}+\frac{hu^3}{3}.
\end{equation}
The first gives $h=2(1-\tau u)/u^2$. Substitution in the second gives $1=2u/3-\tau u^2/6$, so to first order $u=3/2+9\tau/16$. The current is proportional to $1/h$:
\begin{equation}
\frac1h=\frac{u^2}{2(1-\tau u)}
\simeq\frac98\left(1+\frac94\tau\right),\qquad
J\simeq\theta J_{\rm MG}\left(1+\frac{9V}{8V_{\rm TFL}}\right).
\end{equation}

Take a model trap density of $10^{19}\ \mathrm{cm^{-3}}$ and depth 0.45 eV. Then $\theta=6.9\times10^{-8}$, and
\begin{equation}
\theta J_{\rm MG}=(6.9168\times10^{-8})(332.03)
=2.30\times10^{-5}\ \mathrm{A/cm^2}.
\end{equation}
The calculation with partial filling gives $2.40\times10^{-5}\ \mathrm{A/cm^2}$, which is 4.3\% larger. The first-order formula predicts 4.1\%.

Both figures belong to the drift model, in which the filled layer is only $\varepsilon E_d/N_t\simeq8$ nm wide. At an ohmic contact diffusion fills traps over a wider layer. For a contact density $n_c=10^{19}\ \mathrm{cm^{-3}}$ the band bending down to half filling is $\psi=V_T\ln(n_c/n_1)=0.43$ V, which gives a filled width $(2\varepsilon\psi/N_t)^{1/2}\simeq22$ nm at each contact. Solving drift, diffusion and trapping together with this density at both contacts gives $1.95\,\theta J_{\rm MG}$. The field is then reversed over about 31 nm and reaches 0.40 MV/cm against the polarization at the injecting contact, which strains the assumption of a fixed domain state.

The trap-filled-limit voltage is 81 V, or a mean field of 2.7 MV/cm. This exceeds the rough breakdown field of 1 MV/cm, so this model film would be expected to fail before its traps fill.

Trapped charge cannot exceed $N_td$. It is negligible beside the injected charge if $N_t\ll3\varepsilon V/(2d^2)$. This is a sufficient condition for trap-free use, whatever the trap depth. Sufficiently shallow traps, with $n_1\gg N_t$, are harmless at a higher density.

At 358 K, with trap depth, mobility and permittivity fixed, the trap-limited current rises to $5.2\times10^{-4}\ \mathrm{A/cm^2}$. Thermal release of carriers thus changes the current by a factor of about 22 in this model.

\subsection*{(g) Can trap emission change the voltage exponent?}

\textbf{Question.} Let the traps be charged when empty and attract the carrier, with uniform fixed charge neutralizing the empty traps. Find the lowering of the escape barrier and its effect on the quadratic law.

\textbf{Solution.} Along the field direction, the carrier energy at distance $r$ from the trap is
\begin{equation}
U(r)=-\frac{1}{4\pi\varepsilon_{\rm opt}r}-Er.
\end{equation}
Its maximum satisfies $r_m^2=1/(4\pi\varepsilon_{\rm opt}E)$. The two terms are equal there, so the barrier is lowered by
\begin{equation}
\Delta_{\rm PF}=2Er_m
=\left(\frac{E}{\pi\varepsilon_{\rm opt}}\right)^{1/2}.
\end{equation}
This is the Poole--Frenkel effect. The Coulomb centre is fixed, whereas an image charge moves with the carrier; the lowering is twice the image-force value at the same field.

If the emission rate is multiplied by $e^{\Delta_{\rm PF}/k_BT}$, so are $n_1$ and, for $\theta\ll1$, the free fraction. The effective mobility becomes
\begin{equation}
\mu_{\rm eff}(E)=\mu\theta
\exp\left[\frac{1}{k_BT}
\left(\frac{E}{\pi\varepsilon_{\rm opt}}\right)^{1/2}\right].
\end{equation}
The moment equations now give the current, provided that the traps remain weakly filled. The exponential introduces a voltage dependence beyond $V^2$, while $Jd$ remains a function of $V/d$.

At 0.10 MV/cm, a relative optical permittivity of 6.5 gives a lowering of 0.094 eV. Integration over the nonuniform field gives a current 23 times that without barrier lowering. The local exponent $d\ln J/d\ln V$ at fixed thickness is 3.6. These numbers assume an escape faster than the lattice response. With the static relative permittivity of 100 instead, the factor is 2.2 and the exponent 2.4. This treatment applies the forward lowering to the whole emission rate and does not average over escape directions.

It also assumes isolated centres. Here $r_m=4.7$ nm, about equal to the spacing $N_t^{-1/3}=4.6$ nm at the trap density of part (f), so the numbers illustrate the effect but do not describe charged traps of that density. A lower density separates the centres, but it also lowers $V_{\rm TFL}$ in proportion. Both isolation and weak filling must therefore be checked.

A neutral empty trap has no such Coulomb barrier. The quadratic trap-limited law can therefore survive for neutral traps in a field at which it fails for charged ones.

\subsection*{(h) How large is the diffusion correction?}

\textbf{Question.} Restore diffusion in the trap-free film. Both contacts hold the same high carrier density and have no built-in voltage. Find the leading correction at large $V/V_T$, where $V_T$ is the thermal voltage.

\textbf{Solution.} With the nondegenerate Einstein relation,
\begin{equation}
J=\mu\left(nE-V_T\frac{dn}{dx}\right).
\end{equation}
Define $s=x/d$, $f=Ed/V_T$, $v=V/V_T$ and $j=Jd^3/(\varepsilon\mu V_T^2)$. Gauss's law gives $nd^2/(\varepsilon V_T)=f'$, where a prime now means $d/ds$. The current equation and its integral are
\begin{equation}
j=ff'-f'',\qquad
\frac{f^2}{2}-f'=js+c.
\end{equation}
Set $f=-2w'/w$, so that $f'=-2w''/w+2(w')^2/w^2$. The squared derivatives cancel, leaving
\begin{equation}
w''=\frac{js+c}{2}w.
\end{equation}
With $k=(j/2)^{1/3}$ and $z=k(s+c/j)$, this is the Airy equation $d^2w/dz^2=zw$. Its general solution is a combination of $\mathrm{Ai}(z)$ and $\mathrm{Bi}(z)$.

At a contact with unlimited density, $f'$ diverges and $w$ tends to zero. There must be no zero inside the film, because the field would diverge there. At large $j$, the $\mathrm{Bi}$ part is exponentially small at the injecting end. Hence $z(0)$ tends to the first zero of $\mathrm{Ai}$, $z(0)\simeq-2.338$, and $z(1)\simeq k-2.338$.

The voltage follows from
\begin{equation}
v=\int_0^1f\,ds=2\ln\frac{w(0)}{w(1)}.
\end{equation}
Both values of $w$ tend to zero, but their ratio is finite. Equal large contact densities mean equal magnitudes of $w'/w$, so the ratio equals $|w'(0)/w'(1)|$.

Near the exit, the condition $w=0$ fixes the combination as $\mathrm{Ai}(z)-\mathrm{Ai}(z_1)\mathrm{Bi}(z)/\mathrm{Bi}(z_1)$, where $z_1=z(1)$. The Airy Wronskian makes its slope there $-1/[\pi\mathrm{Bi}(z_1)]$. Since $\mathrm{Bi}(z_1)$ grows as $\exp(2z_1^{3/2}/3)$ apart from a power,
\begin{equation}
v\simeq\frac43z_1^{3/2},\qquad
k\simeq2.338+\left(\frac{3v}{4}\right)^{2/3}.
\end{equation}
Logarithmic terms in $v$ have been dropped. In the same units, $J_{\rm MG}$ becomes $9v^2/8$, while $j=2k^3$. Therefore
\begin{equation}
\frac{J}{J_{\rm MG}}=\frac{16k^3}{9v^2}
\simeq\left[1+2.338\left(\frac{4}{3v}\right)^{2/3}\right]^3.
\end{equation}
The correction vanishes slowly, as $v^{-2/3}$. Away from the contacts, $f^2/2\simeq js+c$. The drift region thus behaves as if it began at $s=2.338/k$, and its reduced length explains the larger current.

At $v=300$, with $nd^2/(\varepsilon V_T)=10^6$ at both contacts, the Airy solution gives a ratio of 1.202. The asymptotic formula also gives 1.202. Agreement this close is accidental: the dropped logarithmic terms and the finite contact density shift the ratio in opposite directions. At $v=100$, with the same scaled contact densities, the Airy solution gives 1.46 and the formula 1.45.

For the example, $v=3/0.02585=116$. With a contact density of $10^{19}\ \mathrm{cm^{-3}}$, the Airy solution gives $J/J_{\rm MG}=1.29$. Neglecting diffusion is thus a 29\% effect relative to the basic law, although the applied voltage exceeds $V_T$ by two orders of magnitude.

Near the injecting contact, diffusion carries the current against a reversed field. In the example this field opposes the polarization over about 13 nm and reaches 0.08 MV/cm at the contact. The assumption of a fixed domain state must hold there too.

The contact density is $0.40N_b$, so the nondegenerate Einstein relation is approximate there. To second order in fugacity $\zeta$, $n/N_b=\zeta-\zeta^2/2^{3/2}$. Inversion gives $D_c/(\mu V_T)\simeq1+n/(2^{3/2}N_b)$, where $D_c$ is the diffusion coefficient. The correction at the contact is about 14\%, and it decreases as the density falls inside the film.

\subsection*{(i) When can the law describe ferroelectric leakage?}

\textbf{Question.} Include imperfect electrode screening and self-heating. Then state what a measurement must establish before the trap-free law is used, and interpret an assumed leakage current with that law.

\textbf{Solution.} Define an effective electrode screening length $\lambda$ by the voltage drop $D\lambda/\varepsilon_0$ at each electrode. The displacement has the same direction at both electrodes, so the drops add. Since $D\simeq P_r$, the film voltage is
\begin{equation}
V_f\simeq V-\frac{2P_r\lambda}{\varepsilon_0}.
\end{equation}
For a rough $\lambda=0.01$ nm, the total drop is 1.36 V. The drift law then gives a current ratio
\begin{equation}
\left(1-\frac{1.355}{3}\right)^2=0.30.
\end{equation}
This is a large correction in the example. It assumes identical electrodes and no additional charge compensating the polarization at the interfaces.

The same drop changes the contact barriers. When $P_r$ points from the injecting contact into the film, its negative bound charge attracts positive carriers. The barrier there falls by half the total drop, or 0.68 eV in this estimate. After polarization reversal, the shift has the opposite sign. A contact can therefore be nearly ohmic in one polarization state and blocking in the other. Symmetry of the two electrode materials does not by itself guarantee equal injection in a fixed polarization state.

For self-heating, let a circular pad of radius $a$ deliver a uniform power density $JV$ to a thick substrate of heat conductivity $K$. Adding the temperature fields of its surface elements gives the rise at the centre:
\begin{equation}
\Delta T=\int_0^a\frac{JV}{2\pi Kr}\,2\pi r\,dr=\frac{JVa}{K}.
\end{equation}
With $a=10\,000$ nm and a rough $K=10\ \mathrm{W/(m\,K)}$, the trap-free current produces a rise of 10 K. The power density, and with it the temperature rise, would be much smaller at the trap-limited current.

The trap-free law is a justified description of leakage when the following conditions hold together:
\begin{enumerate}
\item The current is steady and electronic, with one carrier species dominant. Polarization switching, dielectric relaxation and ionic drift have ceased to contribute.
\item The domain state is fixed and laterally uniform enough for one-dimensional flow. The permittivity is the differential value for that state.
\item The injecting contact supplies much more than the density $9\varepsilon V/(8d^2)$, and electrode voltage drops are removed or small.
\item The voltage is well above $V_x$, and $V/V_T$ is large enough for the diffusion correction to be acceptable.
\item Trapped charge is small beside injected free charge, and the mobility is known independently of the leakage fit.
\item Self-heating is small, and the permittivity and mobility are nearly constant over the fields in the film.
\end{enumerate}

A quadratic current at one thickness is insufficient evidence. Several thicknesses should show $J\propto d^{-3}$ at fixed film voltage, with the same contacts, domain state and material coefficients. Combined with $J\propto V^2$, this means that $J$ varies as $1/d$ at fixed mean field. A current limited by contact injection at that field, or by a fixed bulk carrier density, has no such thickness factor. Diffusion shifts the voltage power: at $v=116$, differentiating the asymptotic formula of part (h) gives a local exponent of 1.79 instead of 2. It leaves the thickness power at fixed voltage unchanged when the contact density is unlimited, because the scaled equations then make $Jd^3$ independent of $d$. A finite contact density shifts that power slightly, to $d^{-2.9}$ in the example of part (h). The magnitude must then agree with the independently measured mobility, because weakly filled neutral traps preserve both powers of the drift law. With diffusion they change the powers only moderately: the model traps of part (f) give local powers $V^{1.8}$ and $d^{-3.3}$.

Suppose that a film with the thickness and permittivity of the example leaks $10^{-4}\ \mathrm{A/cm^2}$ at 3 V. This value is assumed, not measured. Interpreting it with the trap-free formula gives
\begin{equation}
\mu_{\rm fit}=0.1\,\frac{10^{-4}}{332}
=3.0\times10^{-8}\ \mathrm{cm^2/Vs}.
\end{equation}
This differs from the assumed mobility by more than six orders of magnitude. Real oxide films can contain charged defects, domain walls and imperfect contacts, and their mobility depends on the film and its preparation. The trap-free assumption is a particularly severe one: the neutral model traps of part (f) multiply the drift current by about $7\times10^{-8}$, for the assumed $N_b$. The fitted value may represent $\theta\mu$ if the trap-limited scaling is established. If a contact controls the current, it is not a bulk mobility at all.

The separate corrections above are not factors to be multiplied without a combined calculation. Electrode screening changes the film voltage and the contact density, while traps change the space charge that enters the diffusion problem. The numerical output lists the individual estimates and their inputs.

\section*{Table of computed values}
\begin{verbatim}
Scaled current from Poisson integration: 1.125
Thickness: 300 nm
Voltage: 3 V
Temperature: 300 K
Thermal voltage: 0.025852 V
Relative permittivity (rough): 100
Mobility (assumed): 0.1 cm2/Vs
Remanent polarization (rough): 60 uC/cm2
Mott-Gurney current: 332.03 A/cm2
Mean field: 0.1 MV/cm
Peak field: 0.15 MV/cm
Breakdown field (rough): 1 MV/cm
Injected charge: 1.3281 uC/cm2
Assumed leakage: 0.0001 A/cm2
Mobility implied by assumed leakage: 3.0118e-08 cm2/Vs
Contact density for diffusion: 1e+19 cm^-3
Diffusion: current / Mott-Gurney: 1.2949
Diffusion ratio at V/VT=100, strong contact: 1.4619
Diffusion ratio at V/VT=300, strong contact: 1.2021
Asymptotic diffusion ratio at V/VT=300: 1.2018
Background density: 1e+16 cm^-3
Ohmic crossover: 0.14476 V
Background: current / Mott-Gurney: 1.0363
Landau permittivity: current / Mott-Gurney: 0.96899
Trap density: 1e+19 cm^-3
Trap depth: 0.45 eV
Free fraction theta: 6.9168e-08
Current from theta law: 2.2966e-05 A/cm2
Current with trap filling: 2.3955e-05 A/cm2
Trap filling: current / theta law: 1.0431
Trap-filled-limit voltage: 81.428 V
Mean field at trap-filled limit: 2.7143 MV/cm
Trap-limited current at 358 K, fixed mobility: 0.00052395 A/cm2
Optical relative permittivity (rough): 6.5
Poole-Frenkel lowering at mean field: 0.094135 eV
Poole-Frenkel current enhancement: 23.305
Local voltage exponent with Poole-Frenkel: 3.618
Hopping length (rough): 0.4 nm
Field-assisted hopping current ratio: 1.0007
Band effective density: 2.5094e+19 cm^-3
Contact density / band density: 0.3985
Barrier at contact-limit crossover: 0.124 eV
Current / Mott-Gurney at that crossover: 0.60211
Blocking barrier (rough): 0.8 eV
Image-force lowering: 0.047067 eV
Blocking-contact current: 9.0275e-09 A/cm2
Tunnelling exponent, barrier at mean field: 488.78
Effective electrode screening length (rough): 0.01 nm
Voltage lost at both electrodes: 1.3553 V
Electrode screening: current ratio: 0.30056
Pad radius for heating: 10000 nm
Substrate heat conductivity (rough): 10 W/(m K)
Centre heating at Mott-Gurney current: 9.961 K
\end{verbatim}
